# Spin Pumping and Gilbert Damping in a Precessing Magnetic Film

Q: You claim that a magnet with no voltage across it sends spin into the metal beside it. What exactly is the system, and what is being varied?

A: A ferromagnetic film of thickness $d$ and magnetization $M_s$ has vacuum on one side and a normal metal on the other. Its moment direction $\mathbf m(t)$ precesses, uniformly across the film. Conduction electrons arrive from the metal in equilibrium, are reflected, and leave. The reflection depends on the angle between their spin and the magnetization, so the scattering matrix $S$ changes in time through $\mathbf m(t)$. That is parametric pumping, with the direction of the magnet as the parameter.

I use SI units and $\gamma>0$. An electron's moment is opposite to its spin, so the spin direction of the magnet is $\mathbf s=-\mathbf m$. Currents are positive when they leave the magnet. Spin-orbit scattering at the interface is neglected.

Q: A time-dependent scatterer can do complicated things. How do you get the emission without solving for every sideband?

A: Precession is slow compared with the time an electron spends in the film. To leading order, the outgoing amplitudes then follow the frozen scattering matrix, $b(t)=S(t)a(t)$, with $S$ taken at the Fermi energy. The incoming amplitudes have the equilibrium correlator

$$\langle a_\beta^\dagger(t')a_\alpha(t)\rangle=\delta_{\alpha\beta}\int\frac{dE}{2\pi\hbar}f(E)e^{-iE\tau/\hbar}\simeq\delta_{\alpha\beta}\frac{i}{2\pi\tau},\qquad \tau=t-t'.$$

The last form is the short-time pole. It comes from the filled states; temperature alters the correlator only at times of order $\hbar/k_BT$. The outgoing correlator is $S(t)S^\dagger(t')$ times the same function. Put $t=\bar t+\tau/2$ and $t'=\bar t-\tau/2$ and expand:

$$S(t)S^\dagger(t')=1+\frac{\tau}{2}\left(\dot SS^\dagger-S\dot S^\dagger\right)+O(\tau^2).$$

Differentiating $SS^\dagger=1$ gives $S\dot S^\dagger=-\dot SS^\dagger$, so the bracket is $2\dot SS^\dagger$. Subtract the incoming correlator, multiply by the pole and let $\tau\to0$. The factor $\tau$ cancels, leaving the excess emission rate

$$N=\frac{i}{2\pi}\dot SS^\dagger .$$

Q: I would like an independent check of that sign.

A: Take one channel with $S=e^{i\phi(t)}$. An electron of energy $E$ leaves with $E-\hbar\dot\phi$, so the outgoing stream is filled to a level lower by $\hbar\dot\phi$. One channel carries $1/(2\pi\hbar)$ electrons per unit time and energy. The excess rate is therefore $-\dot\phi/2\pi$, and the formula gives $(i/2\pi)(i\dot\phi)=-\dot\phi/2\pi$.

Q: Now put in the spin. Where does the cross product come from?

A: An electron carries spin $(\hbar/2)\boldsymbol\sigma$, so the emitted spin current is

$$\mathbf I=\frac{\hbar}{2}\mathrm{Tr}\,\boldsymbol\sigma N=\frac{i\hbar}{4\pi}\mathrm{Tr}\,\boldsymbol\sigma\dot SS^\dagger .$$

This is the current away from the interface, where interference between incoming and outgoing waves has died out. Without spin-orbit scattering, spins along and against $\mathbf s$ reflect with amplitudes $r_\uparrow$ and $r_\downarrow$. For one channel,

$$S=r_0+r_1\,\boldsymbol\sigma\cdot\mathbf s,\qquad r_0=\frac{r_\uparrow+r_\downarrow}{2},\quad r_1=\frac{r_\uparrow-r_\downarrow}{2}.$$

Only $\mathbf s$ moves, so $\dot S=r_1\boldsymbol\sigma\cdot\dot{\mathbf s}$. With $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ and $\mathbf s\cdot\dot{\mathbf s}=0$,

$$\dot SS^\dagger=r_1r_0^*\,\boldsymbol\sigma\cdot\dot{\mathbf s}-i|r_1|^2\,\boldsymbol\sigma\cdot(\mathbf s\times\dot{\mathbf s}).$$

Its plain trace vanishes, so no charge is pumped. Since $\mathrm{Tr}\,\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf v)=2\mathbf v$,

$$\mathbf I=\frac{\hbar}{4\pi}\left[2|r_1|^2\,\mathbf s\times\dot{\mathbf s}+2ir_1r_0^*\,\dot{\mathbf s}\right].$$

Vacuum behind the film makes reflection total, $|r_\uparrow|=|r_\downarrow|=1$. Then

$$2|r_1|^2=\tfrac12\left(2-2\,\mathrm{Re}\,r_\uparrow r_\downarrow^*\right)=1-\mathrm{Re}\,r_\uparrow r_\downarrow^*,$$
$$2ir_1r_0^*=\tfrac{i}{2}\left(r_\uparrow r_\downarrow^*-r_\downarrow r_\uparrow^*\right)=-\mathrm{Im}\,r_\uparrow r_\downarrow^*.$$

Both are parts of one complex number. Summed over channels, per area, it is the mixing conductance $g=g_r+ig_i=\sum(1-r_\uparrow r_\downarrow^*)$, and

$$\mathbf I=\frac{\hbar}{4\pi}\left(g_r\,\mathbf s\times\dot{\mathbf s}+g_i\,\dot{\mathbf s}\right).$$

Two minus signs cancel in $\mathbf s\times\dot{\mathbf s}=\mathbf m\times\dot{\mathbf m}$. The familiar law $(\hbar/4\pi)g\,\mathbf m\times\dot{\mathbf m}$ is the first term, with $g$ read as $g_r$. If the two spins reflect alike, $r_\uparrow=r_\downarrow$ and nothing is pumped.

Q: The frozen matrix still looks like a shortcut. Can the result be reached without it?

A: For steady precession about $z$ at frequency $\omega$, go to the frame rotating with the magnet. The magnet stands still, but the Hamiltonian gains $-\hbar\omega\sigma_z/2$. In terms of the rotating-frame energy, spin-up states are filled to $E_F-\hbar\omega/2$ and spin-down states to $E_F+\hbar\omega/2$. Where both are filled, unitarity makes the outgoing stream equal to the incoming one. Emission comes from the window of width $\hbar\omega$ in which only spin-down is filled:

$$N=\frac{\omega}{2\pi}\left(SP_\downarrow S^\dagger-P_\downarrow\right)=\frac{\omega}{4\pi}\left(\sigma_z-S\sigma_zS^\dagger\right),\qquad P_\downarrow=\frac{1-\sigma_z}{2}.$$

In the laboratory frame $\dot S=-(i\omega/2)(\sigma_zS-S\sigma_z)$, and $(i/2\pi)\dot SS^\dagger$ gives the same matrix. This also shows that the effect belongs to the Fermi surface at leading order in $\omega$.

The law was tested against wave matching at finite frequency. The case was one channel of longitudinal energy 5 eV, a 1.5 nm film with potential steps of 1 and 3 eV for the two spins, and a polar angle of 0.7 rad. The difference relative to the law was $1.5\times10^{-3}$ at $\hbar\omega=1$ meV and $1.5\times10^{-4}$ at 0.1 meV. It shrinks in proportion to $\omega$, as a correction to a leading-order law should.

Q: Who pays for this? A current out of an unbiased metal needs an energy source.

A: The precession pays. An electron that enters as spin-down and leaves as spin-up keeps its rotating-frame energy but gains $\hbar\omega$ in the laboratory. It also carries off $\hbar$ of angular momentum along $z$, so the power per area is $\omega I_z$. With $\dot{\mathbf s}=\omega\hat{\mathbf z}\times\mathbf s$ and $\theta$ the angle of $\mathbf m$ from $z$,

$$\mathbf s\times\dot{\mathbf s}=\omega\left[\hat{\mathbf z}-\mathbf s(\mathbf s\cdot\hat{\mathbf z})\right],\qquad I_z=\frac{\hbar g_r}{4\pi}\omega\sin^2\theta,$$
$$P=\frac{\hbar g_r}{4\pi}\omega^2\sin^2\theta=\frac{\hbar g_r}{4\pi}|\dot{\mathbf m}|^2 .$$

The term in $g_i$ drops out because $\dot s_z=0$. In the wave-matching test at 0.1 meV, the emitted power agreed with this expression to a relative $2\times10^{-5}$.

Q: Energy loss alone does not prove Gilbert's form of damping. Show me the equation of motion.

A: Per area, the film holds angular momentum $\mathbf L=(M_sd/\gamma)\mathbf s=-(M_sd/\gamma)\mathbf m$. The field exerts the torque $M_sd\,\mathbf m\times\mathbf B$, and the emitted current takes $\mathbf I$ away:

$$-\frac{M_sd}{\gamma}\dot{\mathbf m}=M_sd\,\mathbf m\times\mathbf B-\frac{\hbar}{4\pi}\left(g_r\,\mathbf m\times\dot{\mathbf m}-g_i\dot{\mathbf m}\right).$$

Multiply by $-\gamma/(M_sd)$, define $\eta=\gamma\hbar/(4\pi M_sd)$, and add the film's own damping $\alpha_0\,\mathbf m\times\dot{\mathbf m}$:

$$(1+\eta g_i)\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+(\alpha_0+\eta g_r)\,\mathbf m\times\dot{\mathbf m}.$$

The pumped term has Gilbert's form and the damping sign. Its coefficient is

$$\alpha'=\frac{\gamma\hbar g_r}{4\pi M_sd}.$$

The loss occurs at a surface while the angular momentum is stored in the volume, hence $1/d$. Dividing by $1+\eta g_i$ shows what the second term does: it rescales both $\gamma$ and the total damping by $1/(1+\eta g_i)$.

Q: What would I see in the motion?

A: Take a constant $\mathbf B$ along $z$, leaving out the film's demagnetizing field, and write $\alpha$ and $\gamma$ for the rescaled values. In spherical components the equation reads

$$\dot\theta=-\alpha\sin\theta\,\dot\varphi,\qquad \sin\theta\,\dot\varphi=\gamma B\sin\theta+\alpha\dot\theta.$$

Inserting the first into the second gives $\dot\varphi=\gamma B/(1+\alpha^2)$, so

$$\frac{d}{dt}\ln\tan\frac\theta2=\frac{\dot\theta}{\sin\theta}=-\frac{\alpha\gamma B}{1+\alpha^2}.$$

A direct time integration, with the torque taken from the trace formula for a 5 nm film and $\alpha_0=0.005$, gave a decay rate of $9.57487\times10^{-3}$ in units of the unscaled $\gamma B$. The expression above gives the same digits.

In resonance, a small transverse drive $b_+=b_x+ib_y\propto e^{i\omega t}$ produces, from the linearized equation,

$$m_+=\frac{\gamma b_+}{\gamma B-\omega+i\alpha\omega}.$$

The absorption is a Lorentzian in $B$ with half-width $\alpha\omega/\gamma$, so pumping adds $2\alpha'\omega/\gamma$ to the full width at half maximum. In a film magnetized along its normal, the demagnetizing field reduces the field on the moments by $\mu_0M_s$ for small precession angles; this shifts the resonance in $B$ but leaves the width unchanged.

Q: You called $\alpha'$ inversely proportional to thickness, but the film's reflection amplitudes contain waves that have crossed it and returned. Surely $g$ depends on $d$.

A: It does, and the $1/d$ law needs that dependence to fade. Let $\rho_s$ be the reflection amplitude of the single interface, with an infinitely thick magnet behind it. Each round trip in the film adds a factor $e^{2iK_sd}$, where $K_s$ is the normal wavevector inside. The film's amplitude is therefore

$$r_s=\rho_s+\sum_{n\ge1}c_{s,n}e^{2inK_sd}.$$

In $r_\uparrow r_\downarrow^*$, every term except $\rho_\uparrow\rho_\downarrow^*$ carries a phase $2(nK_\uparrow-lK_\downarrow)d$ with $n$ and $l$ not both zero. This phase varies from channel to channel, faster as $d$ grows, and the sum over channels averages those terms away. Evanescent waves do not reach the far wall of a thick film, so for them $r_s\to\rho_s$. The limit is

$$g\to\sum\left(1-\rho_\uparrow\rho_\downarrow^*\right),$$

a property of the interface alone.

Q: How thick is thick enough? Give me numbers for a definite case.

A: Let the normal metal be copper, treated as a free-electron metal. A rough lattice constant of 0.361 nm and one electron per atom give $k_F=13.60$ nm$^{-1}$ and $E_F=7.05$ eV. The magnet is a model film with $M_s=800$ kA/m and the 1 and 3 eV steps. The number of channels per area and spin is

$$\frac{k_F^2}{4\pi}=\frac{(13.60)^2}{4\pi}=14.7\ \text{nm}^{-2},$$

and the interface sum gives $g_r=13.1$ and $g_i=-2.19$ nm$^{-2}$. The real part is 89% of the channel number: in most channels at least one spin is weakly reflected, so $\rho_\uparrow\rho_\downarrow^*$ is small.

Here is the added damping from the interface value and from the full film sum.

| $d$ (nm) | interface $g_r$ | film $g_r$ |
|---|---|---|
| 2 | 0.0120 | 0.0128 |
| 5 | 0.00482 | 0.00456 |
| 10 | 0.00241 | 0.00248 |
| 20 | 0.00120 | 0.00119 |

The film value scatters about the interface value by about 8% rms between 2 and 4 nm and by 0.9% between 20 and 40 nm. A log-log fit from 10 to 60 nm has slope $-1.00$; the third decimal depends on which thicknesses are sampled. These are averages: between 2 and 4 nm a single thickness can miss the $1/d$ law by about 16%, while from 4 to 8 nm the deviation stays below 8%. The film is perfectly flat here; I would expect roughness to blur the oscillations, but that was not calculated.

Q: Work out the 5 nm film by hand.

A: With $\gamma=1.759\times10^{11}$ rad/(s T) and the interface value,

$$\alpha'=\frac{(1.759\times10^{11})(1.055\times10^{-34})(1.306\times10^{19})}{4\pi(8\times10^5)(5\times10^{-9})}=4.8\times10^{-3}.$$

This nearly doubles an assumed $\alpha_0=0.005$. At 10 GHz the added linewidth is

$$\frac{2(4.82\times10^{-3})(6.283\times10^{10})}{1.759\times10^{11}}=3.4\times10^{-3}\ \text{T}=3.4\ \text{mT}.$$

For circular precession with a 5 degree cone, the steady part of the emitted current is

$$I_z=\frac{\hbar g_r}{4\pi}\omega\sin^2\theta=5.2\times10^{-8}\ \text{J/m}^2.$$

Multiplied by $2e/\hbar$, it corresponds to $1.6\times10^4$ A/cm$^2$. The term in $g_i$ raises $\gamma$ by a relative $8\times10^{-4}$ here. Although $g_i$ is 17% of $g_r$ in size, it enters the motion multiplied by the small number $\eta$.

Q: All this assumes the spin never comes back. Copper is known for keeping spin for a long time.

A: That is the weakest assumption. Suppose the metal builds up a spin accumulation $\boldsymbol\mu$, an energy equal to the splitting of the two chemical potentials, pointing along the accumulated spin. Take it normal to $\mathbf s$. The incoming stream then has an extra part $\boldsymbol\sigma\cdot\boldsymbol\mu/(4\pi\hbar)$, and the net outgoing spin is

$$\mathbf I_b=\frac{1}{8\pi}\mathrm{Tr}\,\boldsymbol\sigma\left(S\,\boldsymbol\sigma\cdot\boldsymbol\mu\,S^\dagger-\boldsymbol\sigma\cdot\boldsymbol\mu\right).$$

Because $\boldsymbol\mu\perp\mathbf s$, the matrix $\boldsymbol\sigma\cdot\boldsymbol\mu$ connects opposite spins. Its two off-diagonal parts are $\frac12[\boldsymbol\sigma\cdot\boldsymbol\mu\pm i\boldsymbol\sigma\cdot(\mathbf s\times\boldsymbol\mu)]$, which acquire the factors $r_\uparrow r_\downarrow^*$ and its conjugate. Adding them,

$$S\,\boldsymbol\sigma\cdot\boldsymbol\mu\,S^\dagger=\mathrm{Re}(r_\uparrow r_\downarrow^*)\,\boldsymbol\sigma\cdot\boldsymbol\mu-\mathrm{Im}(r_\uparrow r_\downarrow^*)\,\boldsymbol\sigma\cdot(\mathbf s\times\boldsymbol\mu),$$
$$\mathbf I_b=-\frac{1}{4\pi}\left(g_r\boldsymbol\mu-g_i\,\mathbf s\times\boldsymbol\mu\right).$$

The minus sign means that spin flows back into the magnet. Dropping $g_i$, the net current is $\mathbf I=(g_r/4\pi)(\hbar\,\mathbf s\times\dot{\mathbf s}-\boldsymbol\mu)$.

Q: And what fixes $\boldsymbol\mu$?

A: Diffusion and spin flip in the metal. Each spin has conductivity $\sigma_c/2$, so the spin current is $-(\hbar\sigma_c/4e^2)\,\partial_x\boldsymbol\mu$. For a small cone, both $\boldsymbol\mu$ and $\mathbf s\times\dot{\mathbf s}$ rotate in the transverse plane as $e^{i\omega t}$. With diffusion constant $D$ and spin-flip time $\tau_s$, the balance $D\mu''=\mu/\tau_s+i\omega\mu$ becomes

$$\mu''=\frac{\mu}{\Lambda^2},\qquad \Lambda=\frac{\lambda}{\sqrt{1+i\omega\tau_s}},\quad \lambda^2=D\tau_s .$$

This balance leaves out the precession of the copper spins in the applied field. With the same $\gamma$ in both metals, it would replace $\omega$ by $\omega-\gamma B$ in $\Lambda$. For a layer much thinner than $|\Lambda|$, as in the example below, the real part of $G_N$ hardly changes.

A layer of thickness $L$ with a closed far end has $\mu\propto\cosh[(L-x)/\Lambda]$. The current entering it is then $(G_N/4\pi)\mu(0)$, with

$$G_N=\frac{h\sigma_c}{2e^2\Lambda}\tanh\frac L\Lambda .$$

If the far end is a perfect absorber, $\mu(L)=0$ and $\coth$ replaces $\tanh$. Equating $g_r(\hbar\,\mathbf s\times\dot{\mathbf s}-\boldsymbol\mu)$ to $G_N\boldsymbol\mu$ and eliminating $\boldsymbol\mu$ gives

$$\mathbf I=\frac{\hbar}{4\pi}g_{\rm eff}\,\mathbf s\times\dot{\mathbf s},\qquad \frac1{g_{\rm eff}}=\frac1{g_r}+\frac1{G_N}.$$

This step identifies the accumulation of the incoming stream with the diffusive $\boldsymbol\mu(0)$, which is an average over incoming and outgoing electrons. The difference changes $1/g_{\rm eff}$ by an amount of order $1/(2N)$, with $N=14.7$ nm$^{-2}$ the channel number. It is negligible when $G_N\ll N$, as for a thin closed layer, but for a copper layer thicker than $\lambda$ the series law underestimates $g_{\rm eff}$ by several percent. The real part of $g_{\rm eff}$ replaces $g_r$ in $\alpha'$. At a fixed metal layer the $1/d$ dependence survives, with a smaller prefactor.

Q: So how much damping does copper really give?

A: Take 10 nm of copper with rough values $\sigma_c=5\times10^7$ S/m and $\lambda=300$ nm. With a closed far end, $G_N$ has a real part of 0.072 nm$^{-2}$, far below $g_r$, and $\alpha'$ falls to $2.6\times10^{-5}$. Almost all the pumped transverse spin returns. With an absorber behind the copper, $G_N=64.6$ nm$^{-2}$ and

$$g_{\rm eff}=\left(\frac1{13.06}+\frac1{64.56}\right)^{-1}=10.9\ \text{nm}^{-2},\qquad \alpha'=4.0\times10^{-3}.$$

That is 17% below the ideal value. The estimated mean free path is 33 nm, longer than the layer, so the diffusive correction is a size estimate.

Q: What else have you neglected that could spoil the 5 nm example?

A: Two effects grow with thickness. First, the damping torque acts at one face, and exchange must carry it through the film. For precession amplitude $\delta$, the torque per area is $T=(M_sd/\gamma)\alpha'\omega\delta$, and the part carried by exchange falls linearly to zero at the free face. With stiffness $A$, the twist is

$$\int_0^d\frac{T}{2A}\frac xd\,dx=\frac{Td}{4A}.$$

For $A=10$ pJ/m this is $9\times10^{-4}$ of $\delta$, so the film moves almost as one.

Second, an oscillating in-plane component of the magnetization induces an electric field. If the field is taken as zero in the copper, it grows linearly to $\mu_0M_s\dot m\,d$ across the film. The mean loss density is $\sigma_f(\mu_0M_s\dot m)^2d^2/3$. Equating it to the Gilbert loss density $\alpha M_s\dot m^2/\gamma$ gives

$$\alpha_{\rm eddy}=\frac{\gamma\mu_0^2M_s\sigma_fd^2}{3}=7\times10^{-6}$$

for $\sigma_f=4\times10^6$ S/m. This is an upper estimate within the picture, because the actual field offset, set by zero net current, is the one that minimizes the loss. Radiation into free space and currents returned through a nearby drive line lie outside this picture and are not bounded by it.

The energy scales are well separated: $k_BT/E_F=4\times10^{-3}$ at 300 K, and $\hbar\omega$ is $2\times10^{-5}$ of the 2 eV exchange splitting. Interface disorder, spin loss at the interface and two-magnon broadening were not estimated.

Q: How close is this to a film someone would actually deposit?

A: The magnetization, thickness, frequency and $\alpha_0$ are in the rough range of soft metallic alloy films used in resonance work, and a mixing conductance of order 10 nm$^{-2}$ is reasonable for a clean metallic contact. The potential steps are a stand-in for a real band structure, and the ratio $|g_i|/g_r=0.17$ is probably high for such contacts. Circular precession needs a film magnetized along its normal; a film magnetized in its plane precesses on an ellipse. A 5 degree cone is strong driving, since in the normal geometry it shifts the resonance by $\mu_0M_s(1-\cos\theta)=3.8$ mT, about half the total linewidth, so the line is no longer Lorentzian; at 1 degree the steady spin current is 25 times smaller. The copper conductivity is near the bulk value, which is optimistic for 10 nm. Halving it, with the rest fixed, lowers $G_N$ to about 32 nm$^{-2}$ and $g_{\rm eff}$ to 9.3 nm$^{-2}$ with the absorber present. The assumption most easily broken is the perfect sink: for this film, removing the absorber moves $\alpha'$ from $4.0\times10^{-3}$ to $2.6\times10^{-5}$. A metal cap adds damping compared with no cap; to keep the addition small, one would therefore choose a thin metal of weak spin flip and keep strong absorbers away. To extract spin, one would place an absorber within a short distance. Both rules presume that interface spin loss is small. The numerical output lists the remaining values.

## Computed values

```
copper lattice constant (rough) = 0.361 nm
copper conductivity (rough) = 5.00e+07 S/m
copper spin-diffusion length (rough) = 300 nm
copper thickness = 10 nm
magnetization = 800 kA/m
film thickness = 5.0 nm
damping without pumping = 0.0050
potential steps, majority and minority = 1.0, 3.0 eV
frequency = 10.0 GHz
cone angle = 5.0 degrees
gyromagnetic ratio = 1.7588e+11 rad/(s T)
copper electron density = 85.02 nm^-3
copper Fermi wavevector = 13.604 nm^-1
copper Fermi energy = 7.051 eV
channels per area and spin = 14.726 nm^-2
interface g_r = 13.059 nm^-2
interface g_i = -2.1872 nm^-2
added damping, perfect sink = 4.819e-03
total damping, perfect sink, g_i dropped = 9.819e-03
added full linewidth in field = 3.443 mT
dc spin current = 5.230e-08 J/m^2
dc spin current times 2e/hbar = 1.589e+04 A/cm^2
d = 2 nm: added damping, interface g = 1.205e-02, film g = 1.276e-02
d = 5 nm: added damping, interface g = 4.819e-03, film g = 4.564e-03
d = 10 nm: added damping, interface g = 2.409e-03, film g = 2.484e-03
d = 20 nm: added damping, interface g = 1.205e-03, film g = 1.193e-03
rms deviation of film g_r, 2-4 nm = 7.82 %
rms deviation of film g_r, 20-40 nm = 0.87 %
log-log slope of added damping, 10-60 nm = -1.0014
wave matching, spin error at 1 meV = 1.5e-03
wave matching, spin error at 0.1 meV = 1.5e-04
wave matching, power error at 0.1 meV = 1.9e-05
ring-down rate / (gamma B), 5 nm, simulated = 9.574871e-03
ring-down rate / (gamma B), 5 nm, predicted = 9.574871e-03
relative shift of gamma from g_i = 8.07e-04
copper diffusion constant = 172.5 cm^2/s
copper mean free path = 32.9 nm
copper spin-flip time = 5.22 ps
omega times spin-flip time = 0.328
G_N of closed copper, real part = 0.0717 nm^-2
G_N of copper with absorber, real part = 64.56 nm^-2
g_eff, closed copper = 0.0713 nm^-2
g_eff, copper with absorber = 10.862 nm^-2
added damping, closed copper = 2.63e-05
added damping, copper with absorber = 4.008e-03
magnet conductivity (round) = 4.0e+06 S/m
eddy-current damping, upper estimate = 7.4e-06
exchange stiffness (round) = 10 pJ/m
twist across film / precession amplitude = 8.6e-04
kT / Fermi energy at 300 K = 3.7e-03
hbar omega / exchange splitting = 2.1e-05
```
